\section*{Interface-Trap Growth with Molecular Hydrogen and an Absorbing Gate}

\section{The choice at the gate}

A calculation that carries a 1000 s stress measurement to ten years must decide what hydrogen does when it reaches the gate. For the transistor model used below, a medium that lets hydrogen diffuse on without limit in one dimension, away from a wide planar interface, gives about $8\times10^{11}$ interface traps per cm$^2$ after ten years if the loss of available bonds is neglected. A gate that removes every arriving molecule gives $4.8\times10^{12}$ cm$^{-2}$, about six times as many, even with that loss included and with all rate constants held fixed. Up to about 1 s of stress the two calculations nearly coincide, so early data cannot settle the choice.

The difference comes from the growth law. In the reaction--diffusion model with molecular hydrogen, the trap density grows as $t^{1/6}$ while the gate is not felt. A perfectly absorbing gate turns this into $t^{1/3}$ once hydrogen has crossed the oxide, as long as few of the available bonds have broken.

\section{The interface supplies a boundary value}

Let $N(t)$ be the density of broken Si--H bonds, each counted as one interface trap, and $N_0$ the initial density of Si--H bonds. Both are per unit area. Let $h(t)$ be the volume concentration of atomic hydrogen at the interface, and $n(x,t)$ that of H$_2$ at distance $x$ into the oxide. The gate is at $x=T$. Stress is constant and there is no free hydrogen at the start. Bonds break at rate $k_F$ and are repassivated with coefficient $k_R$:
\begin{equation}
\frac{dN}{dt}=k_F(N_0-N)-k_R N h .
\label{eq:kin}
\end{equation}

Three assumptions reduce this to a boundary condition. First, the net rate is small compared with either term on the right, so the two terms nearly cancel. Second, $N\ll N_0$. Together these give
\begin{equation}
h=\frac{k_FN_0}{k_RN}.
\label{eq:h}
\end{equation}
Third, atomic and molecular hydrogen are in local equilibrium at the interface. The reaction $2\mathrm H\rightleftharpoons\mathrm H_2$ then gives $n(0,t)=Kh^2$. Writing $n_0(t)=n(0,t)$,
\begin{equation}
n_0=\frac{C}{N^2},\qquad
C=K\left(\frac{k_FN_0}{k_R}\right)^2 .
\label{eq:bc}
\end{equation}
The more bonds are broken, the lower the hydrogen concentration the interface can sustain, because there are more sites to recapture it.

The remaining relation is a count of atoms. One broken bond releases one H atom, and one H$_2$ molecule carries two. If only H$_2$ crosses the oxide, and the atomic hydrogen held at the interface is negligible,
\begin{equation}
\frac{dN}{dt}=2J_0,\qquad J_0=-D\left.\frac{\partial n}{\partial x}\right|_{x=0},
\label{eq:balance}
\end{equation}
where $D$ is the H$_2$ diffusivity. Everything that follows comes from \eqref{eq:bc}, \eqref{eq:balance} and the diffusion equation. Only the far boundary changes.

\section{Simplest case: a closed oxide}

Suppose the gate reflects hydrogen. After a time much longer than $T^2/D$ the concentration is uniform, and the oxide holds $2n_0T$ hydrogen atoms per unit area. All came from broken bonds, so
\begin{equation}
N=2n_0T=\frac{2CT}{N^2}
\quad\Longrightarrow\quad N^3=2CT .
\label{eq:closed}
\end{equation}
Growth stops. A finite thickness alone therefore does not produce a faster law.

The example has $T=2.0$ nm $=2.0\times10^{-7}$ cm and $C=1.00\times10^{38}$ cm$^{-7}$. Hence $N^3=4.0\times10^{31}$ cm$^{-6}$ and $N=3.42\times10^{10}$ cm$^{-2}$. Numerical integration of \eqref{eq:kin} together with finite-rate H--H$_2$ conversion and H$_2$ diffusion gives the same value to the three digits shown. That integration imposes neither \eqref{eq:h} nor a power law. To remove bond depletion from this test, $N_0$ was raised by $10^4$ and $k_F$ lowered by the same factor, which leaves $C$ unchanged. I call this the dilute case.

\section{First generalization: a deep medium}

Before hydrogen feels the gate, the oxide acts as a half-space. Denote a Laplace transform in time by a hat, with variable $s$. Since $n(x,0)=0$, the diffusion equation $\partial_t n=D\,\partial_x^2n$ becomes
\begin{equation}
s\hat n=D\frac{d^2\hat n}{dx^2},
\qquad
\hat n=\hat n_0\,e^{-x\sqrt{s/D}} ,
\end{equation}
where the growing exponential is rejected because the concentration must vanish far away. Differentiation at $x=0$ gives $\hat J_0=\sqrt{sD}\,\hat n_0$. With $N(0)=0$, the balance \eqref{eq:balance} transforms to $s\hat N=2\hat J_0$, so
\begin{equation}
\hat N=2\sqrt D\,s^{-1/2}\,\hat n_0 .
\label{eq:uptake}
\end{equation}

Try $N=At^p$. Then $n_0=(C/A^2)t^{-2p}$. The transform of $t^a$ is $\Gamma(1+a)s^{-1-a}$ for $a>-1$, so for $p<1/2$ equation \eqref{eq:uptake} reads
\begin{equation}
A\,\Gamma(1+p)\,s^{-1-p}
=\frac{2C\sqrt D}{A^2}\,\Gamma(1-2p)\,s^{-3/2+2p}.
\end{equation}
The powers of $s$ agree if $-1-p=-3/2+2p$, which gives $p=1/6$. The coefficients then give
\begin{equation}
A^3=2C\sqrt D\,\frac{\Gamma(2/3)}{\Gamma(7/6)},
\qquad N=At^{1/6}.
\label{eq:early}
\end{equation}

The implied $n_0\propto t^{-1/3}$ diverges at $t=0$. This is a defect of quasi-equilibrium, not of the device: at the very start, bond breaking limits growth and \eqref{eq:h} does not hold. The law begins once the net rate has become small.

For $D=1.0\times10^{-14}$ cm$^2$/s the gamma ratio 1.4596 gives
\begin{equation}
A^3=2(10^{38})(10^{-7})(1.4596)=2.919\times10^{31},
\end{equation}
in cm$^{-6}$ s$^{-1/2}$, so $A=3.08\times10^{10}$ cm$^{-2}$ s$^{-1/6}$. In the dilute case, with the absorber moved to 300 nm, the integrated trap density agreed with \eqref{eq:early} within 0.5\% at 1, 10 and 100 s. The local exponent
\begin{equation}
p(t)=\frac{d\ln N}{d\ln t}
\end{equation}
was within 0.003 of $1/6$ at the same times.

\section{Second generalization: the absorbing gate}

Now set $n(T,t)=0$. At times much longer than $T^2/D$, the boundary value $n_0$ changes little during one crossing of the oxide. The leading profile is the steady solution, a straight line:
\begin{equation}
n=n_0\left(1-\frac xT\right),\qquad J_0=\frac{Dn_0}{T}.
\end{equation}
Equations \eqref{eq:balance} and \eqref{eq:bc} give
\begin{equation}
\frac{dN}{dt}=\frac{2Dn_0}{T}=\frac{2CD}{TN^2}.
\end{equation}
Multiplication by $N^2$ makes the left side $\tfrac13\,d(N^3)/dt$. Integration, with the constant dropped at late time, yields
\begin{equation}
N^3=\frac{6CDt}{T},\qquad
N=\left(\frac{6CD}{T}\right)^{1/3}t^{1/3}.
\label{eq:late}
\end{equation}
This is the one-third law. For the example $6CD/T=3.0\times10^{31}$ cm$^{-6}$ s$^{-1}$, whose cube root is $3.11\times10^{10}$ cm$^{-2}$ s$^{-1/3}$.

The three cases have a common form, $N^3=2CL(t)$. The length $L$ measures how much hydrogen the surroundings have taken up for a given interface concentration:
\begin{equation}
L=\begin{cases}
T, & \text{closed oxide},\\[2pt]
1.46\sqrt{Dt}, & \text{deep medium},\\[2pt]
3Dt/T, & \text{absorbing gate}.
\end{cases}
\end{equation}
The cube comes from the mass action \eqref{eq:bc} and is shared by all three. The time dependence of $L$ comes from transport, and absorption changes $\sqrt t$ into $t$. That doubles the exponent.

Equating the deep and absorbing forms gives the time at which the asymptotes meet:
\begin{equation}
t_\times=\left[\frac{\Gamma(2/3)}{3\,\Gamma(7/6)}\right]^2\frac{T^2}{D}
=0.237\,\frac{T^2}{D}.
\label{eq:cross}
\end{equation}
With $T^2/D=4.0$ s this is 0.95 s. It does not mark the middle of the change in slope: in the dilute case the local exponent reaches $1/4$ at about 1.9 s.

\section{How the one-third law is approached}

The straight profile ignores the slow fall of $n_0$. To find the first correction, write $n=n_0(1-x/T)+n_1$ and keep only the time derivative of the leading part:
\begin{equation}
D\frac{\partial^2n_1}{\partial x^2}
=\frac{dn_0}{dt}\left(1-\frac xT\right),\qquad n_1(0)=n_1(T)=0.
\end{equation}
Two integrations, with the linear term fixed by the gate condition, give
\begin{equation}
n_1=\frac1D\frac{dn_0}{dt}
\left(\frac{x^2}{2}-\frac{x^3}{6T}-\frac{Tx}{3}\right).
\end{equation}
At $x=T$ the bracket is $T^2(1/2-1/6-1/3)=0$, as required. Its slope at $x=0$ is $-T/3$, so the entering flux becomes
\begin{equation}
J_0=\frac{Dn_0}{T}+\frac T3\frac{dn_0}{dt}.
\end{equation}
Since $n_0=C/N^2$, its derivative is $-2CN^{-3}dN/dt$. Put this into \eqref{eq:balance} and multiply by $N^2$:
\begin{equation}
N^2\frac{dN}{dt}=\frac{2CD}{T}-\frac{4CT}{3}\,\frac1N\frac{dN}{dt}.
\end{equation}
Integrate, multiply by $3/(CT)$, and define $\tau=Dt/T^2$ and $y=N^3/(CT)$. The result is $y=6\tau-4\ln N+\text{constant}$. To leading order $\ln N=\tfrac13\ln\tau+\text{constant}$, hence
\begin{equation}
y=6\tau-\frac43\ln\tau+b+\cdots,
\label{eq:log}
\end{equation}
with a constant $b$ set by the earlier history. From 100 to 1000 s, $\tau$ runs from 25 to 250 and $6\tau$ increases by 1350. The logarithm predicts that $y$ increases by 3.07 less than this; the dilute integration gives 3.17 less. In strict quasi-equilibrium on a finer grid the deficit is 3.13, so about 0.06 of the remaining 0.10 comes from higher-order terms and the rest from finite reaction rates and discretization error.

Since $p=\tfrac13\,d\ln y/d\ln\tau$, equation \eqref{eq:log} gives
\begin{equation}
p=\frac13\left[1+\frac{\tfrac43\ln\tau-\tfrac43-b}{6\tau}+\cdots\right].
\label{eq:p}
\end{equation}
At large enough $\tau$ the logarithm outweighs the constants, so the exponent approaches $1/3$ from above. The dilute integration shows a peak of about 0.375 near 10 s and a value of 0.334 at $10^4$ s. The peak comes from the constant, not the logarithm: $b\approx-2.2$, and at 10 s ($\tau=2.5$) the terms $\tfrac43\ln\tau-\tfrac43$ nearly cancel. A fit from 10 to 100 s would therefore overestimate the final exponent.

The linear profile also tells where the hydrogen is. The oxide contains $2(n_0T/2)=CT/N^2$ atoms per unit area. As a fraction of all released atoms this is $CT/N^3$, which tends to $1/(6\tau)$. At 1000 s that is $1/1500$, or 0.067\%, in agreement with the dilute integration. Nearly all the released hydrogen has left through the gate.

\section{Third generalization: an imperfect absorber}

Let the gate remove molecules with a finite speed $v$, so that the outgoing flux is $vn(T,t)$. In the quasi-steady state the same flux crosses oxide and gate:
\begin{equation}
J_0=\frac{D[n_0-n(T)]}{T}=v\,n(T).
\end{equation}
The two differences of concentration are $n_0-n(T)=J_0T/D$ and $n(T)=J_0/v$. Adding them gives
\begin{equation}
J_0=\frac{n_0}{T/D+1/v}=\frac{Dn_0}{T+D/v}.
\end{equation}
The earlier integration goes through with $T$ replaced by $T+D/v$:
\begin{equation}
N^3=\frac{6CDt}{T+D/v}.
\label{eq:leaky}
\end{equation}
Perfect absorption is thus sufficient for the one-third law but not necessary; any fixed $v>0$ leads to it in the dilute limit, given time. For $v=D/T$ the effective thickness doubles. The integrated trap density at $10^5$ s then agreed with \eqref{eq:leaky} within 0.2\%, as it did for a perfect absorber at 2 and at 4 nm.

The opposite limit, $v\ll D/T$, shows how long one may have to wait. Equation \eqref{eq:leaky} becomes $N^3=6Cvt$, which meets the closed-oxide plateau $2CT$ at
\begin{equation}
t=\frac{T}{3v}.
\end{equation}
Well before this time, but after $T^2/D$, a weakly absorbing gate behaves like a reflecting one. The time marks only where the two asymptotes meet; the local exponent settles towards $1/3$ well after it.

\section{Fourth generalization: running out of bonds}

The power law cannot continue past $N_0$. Restoring $N_0-N$ in \eqref{eq:h} multiplies $n_0$ by $(1-u)^2$, where $u=N/N_0$. The leading absorbing-gate equation becomes
\begin{equation}
\frac{u^2}{(1-u)^2}\frac{du}{dt}=\frac{2CD}{TN_0^3}.
\end{equation}
Writing $u=1-(1-u)$ and squaring,
\begin{equation}
\frac{u^2}{(1-u)^2}=\frac1{(1-u)^2}-\frac2{1-u}+1 .
\end{equation}
Integration from zero gives
\begin{equation}
u+2\ln(1-u)+\frac1{1-u}-1=\frac{2CDt}{TN_0^3}.
\label{eq:depl}
\end{equation}
For small $u$ the terms of first and second order cancel, and the left side is $u^3/3+u^4/2+\cdots$. The first term recovers \eqref{eq:late}. The next one gives the change in slope:
\begin{equation}
p=\frac{(1-u)^2}{u^3}\left(\frac{u^3}{3}+\frac{u^4}{2}\right)+\cdots
=\frac13-\frac u6+\cdots .
\label{eq:pdep}
\end{equation}
At long times $u$ tends to 1. With the example's own $N_0$, equation \eqref{eq:depl} agreed with the full integration within 1\% at both $10^3$ and $10^8$ s.

\section{Worked example: a 2 nm oxide}

The case is modelled on negative-bias-temperature stress of a p-channel transistor with a 2 nm oxide at 7 MV/cm, near 400 K. The kinetic parameters are round model values: $N_0=5\times10^{12}$ cm$^{-2}$, $k_F=10$ s$^{-1}$, $k_R=5\times10^{-11}$ cm$^3$/s and $K=10^{-10}$ cm$^3$. Temperature and field enter only through these constants and $D$. First,
\begin{equation}
\frac{k_FN_0}{k_R}=\frac{10\,(5\times10^{12})}{5\times10^{-11}}
=10^{24}\ \mathrm{cm^{-5}},
\end{equation}
and $C=10^{-10}(10^{24})^2=10^{38}$ cm$^{-7}$. Full integration gives these trap densities, in $10^{10}$ cm$^{-2}$, and local exponents:

\begin{center}
\begin{tabular}{rcccc}
$t$ (s) & $N$, absorbing & $p$ & $N$, deep & $p$\\
0.1 & 2.09 & 0.167 & 2.09 & 0.167\\
1 & 3.08 & 0.186 & 3.07 & 0.166\\
10 & 6.16 & 0.373 & 4.49 & 0.166\\
100 & 14.0 & 0.340 & 6.58 & 0.165\\
1000 & 30.1 & 0.325 & 9.62 & 0.165
\end{tabular}
\end{center}

The exponents are differences on a grid of ten points per decade; where $p$ bends sharply this matters, and a finer difference lowers the absorbing value at 1 s by about 0.002, to 0.184. At 1000 s equation \eqref{eq:late} gives $3.11\times10^{11}$ cm$^{-2}$. Depletion lowers this to $3.01\times10^{11}$, the integrated value to three digits. About 6\% of the bonds are broken, so \eqref{eq:pdep} gives $p\approx0.333-0.010=0.323$. The correction \eqref{eq:p} adds about 0.002 with $b\approx-2.2$, which brings the estimate to the tabulated 0.325.

Carried to ten years, the pure one-third law would multiply the 1000 s value by $(3.15\times10^5)^{1/3}\approx68$ and exceed $N_0$ fourfold. Equation \eqref{eq:depl} gives $4.8\times10^{12}$ cm$^{-2}$ instead, 97\% of the bonds. The deep-medium law, without depletion, gives $8.0\times10^{11}$ cm$^{-2}$, but it needs a medium at least about twice as deep as $\sqrt{Dt}=18\ \mu$m, far thicker than a gate, and an interface much wider than that length. From a 1 $\mu$m$^2$ device hydrogen would spread in three dimensions once $\sqrt{Dt}$ exceeds the device size. The flux then takes the steady form $J_0\approx Dn_0/a$, with $a\approx0.44\ \mu$m for a disc of that area, and the one-third law follows with $T$ replaced by $a$ and no absorber at all. Equation \eqref{eq:depl} with this replacement gives about $2.5\times10^{12}$ cm$^{-2}$ at ten years, roughly half the absorbing-gate value. Neither number is a lifetime prediction for a real transistor.

\section{What the model leaves out}

Some omissions are mild here. With one charge per trap, the threshold shift at 1000 s is about 28 mV. At fixed oxide field, the trap charge replaces about 2\% of the channel holes, or somewhat more once substrate charge is counted. If $k_F$ is proportional to the hole density, then $N\propto k_F^{2/3}$ falls by about 1\%. The continuum picture is strained at the start: at 0.1 s the diffusion length is 0.3 nm, an atomic distance.

Other omissions are serious. A 1 $\mu$m$^2$ device contains on average about one H$_2$ molecule in its oxide at 1000 s, and about $10^{-3}$ free H atoms at its interface. Smooth concentrations can then describe at best an average over many devices, and even the average of $h^2$ need not equal the square of the average.

The assumption that only H$_2$ escapes is also restrictive. If atomic hydrogen with diffusivity $D_H$ is absorbed at the gate too, its flux is $D_Hh/T$. It carries as many atoms as the H$_2$ flux when
\begin{equation}
\frac{D_Hh}{T}=\frac{2DKh^2}{T}
\quad\Longrightarrow\quad D_H=2DKh .
\end{equation}
At 1000 s, $h=3.1\times10^{12}$ cm$^{-3}$ and this threshold is $6\times10^{-12}$ cm$^2$/s. The threshold falls with $h$ as traps accumulate. Well above it atomic escape dominates, and equation \eqref{eq:h} gives $N\,dN/dt=D_Hk_FN_0/(k_RT)$, hence $N\propto t^{1/2}$ while few bonds are broken. The one-third law belongs to molecular escape.

The severest difficulty is the pairing itself. Take an H atom that leaves the interface for an absorbing gate. Its mean escape time is $T^2/(2D_H)$. With capture radius $R$, it meets other atoms at rate $4\pi R(2D_H)h$, since both partners move. The expected number of meetings before escape is
\begin{equation}
4\pi R(2D_H)h\,\frac{T^2}{2D_H}=4\pi RhT^2 ,
\end{equation}
independent of $D_H$. For $R=0.3$ nm it is $5\times10^{-8}$. Taking $h$ uniform across the oxide makes even this an overestimate. Ordinary encounters in the oxide therefore cannot maintain $n_0=Kh^2$; the model needs another fast pairing path at the interface and a reason why atomic H stays there. The integration imposed such a path through an H$_2$ splitting rate of $10^5$ s$^{-1}$.

Set beside real devices, the assumed $D$ is also far from typical of free H$_2$ in silica, which is roughly $10^{-9}$ cm$^2$/s near 400 K. With that value and the same thickness, \eqref{eq:cross} makes the asymptotes meet at about 10 $\mu$s. With the example's $k_F$, bond breaking still limits growth at that time, so the one-sixth law would not appear. Ordinary stress measurements with an absorbing gate would then lie well past the crossover, but they would show no extended one-third range if the example's other constants were kept: the local exponent would only pass through $1/3$ between about 0.1 and 1 s, most bonds would be broken by 1000 s, and the local exponent would have fallen far below $1/3$. Real oxides also trap holes, which the model omits. A fixed background of $10^{11}$ trapped holes per cm$^2$, an assumed size, lowers the apparent exponent at 1000 s to
\begin{equation}
0.325\times\frac{3.0}{3.0+1.0}=0.24 .
\end{equation}
A measured slope between $1/6$ and $1/3$ thus does not identify the gate boundary. A more direct comparison within the model is thickness at fixed oxide field and rate constants: \eqref{eq:late} predicts $N\propto T^{-1/3}$ after the crossover, while few bonds are broken, whereas \eqref{eq:early} contains no thickness. The full set of values is in the numerical output below.

\section*{Values computed for the example and the checks}
\begin{verbatim}
oxide thickness: 2.0 nm
H2 diffusivity D: 1.0e-14 cm^2/s
Si-H density N0: 5.0e+12 cm^-2
kF: 10.0 1/s;  kR: 5.0e-11 cm^3/s
K: 1.0e-10 cm^3;  C: 1.00e+38 cm^-7
H2 splitting rate in simulation: 1.0e+05 1/s
atomic-H layer: 0.30 nm
T^2/D: 4.00 s
Gamma(2/3)/Gamma(7/6): 1.4596
early prefactor A: 3.079e+10 cm^-2 s^(-1/6)
late prefactor: 3.107e+10 cm^-2 s^(-1/3)
asymptotes meet at: 0.947 s
exponent 1/4 reached at (dilute): 1.86 s
dilute exponent at 0.1 s: 0.1675
dilute peak exponent: 0.3751 at 10.0 s
dilute exponent at 1e4 s: 0.3336
log term, 100 to 1000 s: 3.171; formula 3.070
H left in oxide at 1000 s (dilute): 0.0671 %
reflecting plateau, simulated: 3.420e+10 cm^-2
reflecting plateau, formula: 3.420e+10 cm^-2
example: time; N and exponent, absorbing; N and exponent, deep
   0.1 s; 2.090e+10 cm^-2, 0.167; 2.090e+10 cm^-2, 0.167
   1.0 s; 3.079e+10 cm^-2, 0.186; 3.066e+10 cm^-2, 0.166
  10.0 s; 6.157e+10 cm^-2, 0.373; 4.493e+10 cm^-2, 0.166
 100.0 s; 1.401e+11 cm^-2, 0.340; 6.577e+10 cm^-2, 0.165
1000.0 s; 3.006e+11 cm^-2, 0.325; 9.616e+10 cm^-2, 0.165
late law without depletion, 1000 s: 3.107e+11 cm^-2
late law with depletion, 1000 s: 3.012e+11 cm^-2
bonds broken at 1000 s: 6.01 %
ten years, absorbing with depletion: 4.845e+12 cm^-2
ten years, deep law, no depletion: 8.033e+11 cm^-2
depth sqrt(Dt) at ten years: 17.8 um
net/forward reaction rate at 0.1 s: 0.070 %
diffusion length at 0.1 s: 0.32 nm
oxide field: 7.0 MV/cm; voltage: 1.40 V
threshold shift at 1000 s, one charge per trap: 27.9 mV
channel holes lost to trap charge: 1.99 %
apparent exponent with 1e+11 cm^-2 fixed trapped holes: 0.244
interface H2 at 1000 s: 9.78e+14 cm^-3
interface atomic H at 1000 s: 3.13e+12 cm^-3
H2 molecules in oxide of 1 um^2: 0.98
H atoms in interface layer of 1 um^2: 9.4e-04
atomic-H diffusivity giving equal escape: 6.25e-12 cm^2/s
H-H capture radius: 0.3 nm
H-H meetings per atom before escape: 4.7e-08
asymptotes meet if D = 1e-09 cm^2/s: 9.5e-06 s
\end{verbatim}
